# Why transmission-line intercepts mislead when the sheet under contacts is modified

**Question.** Resistances are measured between pairs of identical contacts with different gaps on a thin conducting layer. They fall on a straight line, and its slope and intercepts are used to find the transfer length and the specific contact resistivity, on the assumption that the layer has the same sheet resistance under the metal as in the gap. Suppose that forming the contact has changed the layer beneath it. Why can noise-free data then give wrong contact parameters without spoiling the line, and how large is the error?

**Answer.**

### What the line measures

Current entering a contact does two things. It runs along the layer under the metal, and it leaks through the interface into the metal. The contact resistance therefore contains two losses, one in the buried sheet and one in the interface. A silicide that consumes part of a doped layer can raise the buried sheet resistance by thinning what remains; extra doping beneath the contact can lower it.

The gap is in series with the two contacts. Lengthening it adds unmodified layer and leaves the current distribution inside the contacts unchanged. The slope thus reports the gap sheet alone, while the buried sheet is hidden in a constant. To divide this constant into sheet and interface contributions, the standard analysis borrows the sheet resistance from the slope. When the two sheets differ, that substitution causes an error; treating a short contact as long adds another.

### The contact resistance

Let the layer and both contacts have width $W$, and let each contact have length $d$. The sheet resistance is $R_s$ in the gap and $R_k$ under the metal, and the specific contact resistivity is $\rho$. The metal is an equipotential, the interface is uniform and ohmic, and current in the layer varies along one direction only. "Noise-free data" means data that follow this model exactly.

Measure $x$ from the front edge, where current $I_0$ enters, to the far end at $x=d$. Let $v(x)$ be the layer potential relative to the metal and $I(x)$ the current still in the layer. Ohm's law along the layer and current loss through the interface give

$$
\frac{dv}{dx}=-\frac{R_k}{W}I,\qquad \frac{dI}{dx}=-\frac{W}{\rho}v .
$$

Differentiating the first equation and inserting the second yields

$$
\frac{d^2v}{dx^2}=\frac{R_k}{\rho}v=\frac{v}{L_k^2},\qquad L_k=\sqrt{\rho/R_k}.
$$

No current leaves the far end, so $v'(d)=0$ and $v=A\cosh[(d-x)/L_k]$. With $u=d/L_k$, the entering current is

$$
I_0=-\frac{W}{R_k}v'(0)=\frac{WA}{R_kL_k}\sinh u .
$$

Dividing the front voltage $v(0)=A\cosh u$ by $I_0$ gives the contact resistance

$$
R_c=\frac{R_kL_k}{W}\coth u .
$$

The second contact has all currents reversed and the same resistance. For gap $l$ the total is

$$
R(l)=\frac{R_s}{W}l+2R_c .
$$

This is linear in $l$ for any $R_k$. A good linear fit is therefore no evidence that $R_k=R_s$.

### The error in the intercepts

Write the horizontal intercept as $-2L_x$. Setting $R(-2L_x)=0$ gives

$$
L_x=\frac{WR_c}{R_s}=\frac{R_k}{R_s}L_k\coth u .
$$

$L_x$ is the length of *gap* layer whose resistance equals $R_c$. In a long contact, the depth over which current leaves the layer is instead set by $L_k$.

The standard long-contact reading identifies $L_x$ with the transfer length and reports $\rho_{\rm std}=R_sL_x^2$. Define $\alpha=R_k/R_s$. Since $\rho=R_kL_k^2$,

$$
\frac{L_x}{L_k}=\alpha\coth u,\qquad
\frac{\rho_{\rm std}}{\rho}
=\frac{R_s\alpha^2L_k^2\coth^2u}{R_kL_k^2}
=\alpha\coth^2u .
$$

For a long contact, $u\gg1$ and $\coth u\to1$. Both the transfer length and the resistivity are then wrong by the factor $\alpha$. In this limit, a buried sheet of lower resistance makes the interface look too good; one of higher resistance makes it look too bad.

The division of the loss between interface and buried sheet will be needed below. The power lost in the interface is

$$
\frac{W}{\rho}\int_0^d v^2dx
=\frac{WA^2L_k}{4\rho}\left(2u+\sinh2u\right),
$$

because $\cosh^2y=(1+\cosh2y)/2$. The total power is

$$
I_0v(0)=\frac{WA^2}{R_kL_k}\sinh u\cosh u=\frac{WA^2}{2R_kL_k}\sinh2u .
$$

Using $R_kL_k^2=\rho$, the interface share $f_i$ and the remaining sheet share $f_s$ are

$$
f_i=\frac12\left(1+\frac{2u}{\sinh2u}\right),\qquad
f_s=\frac12\left(1-\frac{2u}{\sinh2u}\right).
$$

In a long contact each share tends to one half. The form of the contact resistance shows where the factor $\alpha$ comes from: since $\coth u\to1$, $(WR_c)^2\to R_k^2L_k^2=\rho R_k$. For a long contact, the measurement fixes only this product. Replacing $R_k$ by $R_s$ forces the inferred resistivity to become $\rho R_k/R_s=\alpha\rho$.

### Keeping the finite contact length

A more careful fit keeps the hyperbolic function but still assumes equal sheets. It finds a length $\lambda$ from

$$
\lambda\coth(d/\lambda)=L_x
$$

and reports $\rho_{\rm fit}=R_s\lambda^2$. To see what this achieves, define

$$
F(R,\rho)=\sqrt{R\rho}\,\coth t,\qquad t=d\sqrt{R/\rho}.
$$

The fit solves $F(R_s,\rho_{\rm fit})=F(R_k,\rho)$, since both sides equal $WR_c$. Two equivalent forms are

$$
F=\frac{\rho}{d}\,t\coth t=Rd\,\frac{\coth t}{t}.
$$

The derivative of $t\coth t$ is $(\sinh2t-2t)/(2\sinh^2t)>0$, so the first form shows that $F$ increases with $R$ at fixed $\rho$. In the second, $\coth t/t$ decreases with $t$, while $t$ decreases with $\rho$; hence $F$ also increases with $\rho$ at fixed $R$.

Take $\alpha>1$. Then $F(R_s,\rho)<F(R_k,\rho)$, so $\rho_{\rm fit}>\rho$. Also,

$$
F(R_s,\alpha\rho)=\sqrt{R_k\rho}\,\coth(u/\alpha)>\sqrt{R_k\rho}\,\coth u=F(R_k,\rho),
$$

so $\rho_{\rm fit}<\alpha\rho$. For $\alpha<1$ both inequalities reverse. The finite-length fit thus lies between the true value $\rho$ and the long-contact limit $\alpha\rho$.

For a contact short compared with both $\sqrt{\rho/R_k}$ and $\sqrt{\rho/R_s}$, use $t\coth t\simeq1+t^2/3$. This gives $Fd\simeq\rho+Rd^2/3$, and equating the two sides of the fit yields

$$
\rho_{\rm fit}\simeq\rho+\frac{(R_k-R_s)d^2}{3}.
$$

The error vanishes as $d\to0$ because nearly all the loss is then in the interface. For a small sheet change, the division of the loss sets the relative error at any contact length. Since $d\ln\coth t/d\ln t=-2t/\sinh2t$, differentiating $\ln F$ gives

$$
\frac{\partial\ln F}{\partial\ln R}=f_s,\qquad
\frac{\partial\ln F}{\partial\ln\rho}=f_i,
$$

with $u$ replaced by $t$ in the shares. Near $\alpha=1$, therefore, $d\ln\rho_{\rm fit}/d\ln\alpha=f_s/f_i$.

### Numbers for a long contact

Ohms and micrometres are the natural units here. Take the round model values $W=100\ \mu{\rm m}$, $R_s=100\ \Omega$ per square, $R_k=25\ \Omega$ per square, $\rho=100\ \Omega\,\mu{\rm m}^2$ and $d=10\ \mu{\rm m}$. Then

$$
L_k=\sqrt{100/25}=2\ \mu{\rm m},\qquad u=10/2=5,
$$

$$
R_c\simeq\frac{25\times2}{100}=0.500\ \Omega,\qquad
L_x=\frac{100\times0.500}{100}=0.500\ \mu{\rm m}.
$$

The standard result is $\rho_{\rm std}=100\times0.500^2=25.0\ \Omega\,\mu{\rm m}^2$, or $2.5\times10^{-7}\ \Omega\,{\rm cm}^2$. The true value is $1.0\times10^{-6}\ \Omega\,{\rm cm}^2$. Both the resistivity and the transfer length come out at one quarter of their true values. Keeping the finite length does not help here: $\rho_{\rm fit}$ is also $25.0\ \Omega\,\mu{\rm m}^2$.

A resistor-network solution of the whole structure, which does not use the hyperbolic formulas, gives totals from 6.000 to 41.000 Ω for gaps from 5 to 40 μm. The largest fit residual is below $10^{-5}\ \Omega$. The numerical output also shows a contact with $R_k=100\ \Omega$ per square and $\rho=25\ \Omega\,\mu{\rm m}^2$. Its product $\rho R_k$ is the same, and its totals differ from the first set by at most about $10^{-4}\ \Omega$. For this second contact the equal-sheet assumption is true and the standard reading is right. Practically the same line is thus read correctly for one contact and wrongly by a factor of four for the other.

With $R_k=400\ \Omega$ per square and $\rho$ restored to $100\ \Omega\,\mu{\rm m}^2$, the error reverses: $L_k=0.5\ \mu{\rm m}$, but $L_x=2.0\ \mu{\rm m}$ and $\rho_{\rm std}=400\ \Omega\,\mu{\rm m}^2$.

### Shorter contacts and accidental agreement

Return to $R_k=25\ \Omega$ per square. The resistivities below are in $\Omega\,\mu{\rm m}^2$; the true value is 100.

| $d$ (μm) | $\rho_{\rm std}$ | $\rho_{\rm fit}$ |
|---:|---:|---:|
| 4.0 | 26.9 | 26.9 |
| 2.0 | 43.1 | 42.7 |
| 1.0 | 117.1 | 77.4 |
| 0.5 | 416.8 | 93.9 |

The finite-length fit approaches the true value. The long-contact reading rises through it and keeps rising, because $\coth^2u$ grows as the contact shortens. For $\alpha<1$ its two errors cancel when $\tanh u=\sqrt\alpha$, here at $d=1.10\ \mu{\rm m}$. Even there the inferred transfer length is $\sqrt\alpha L_k=1.0\ \mu{\rm m}$ instead of 2.0 μm. A correct resistivity does not validate the assumption.

### Separating the two losses

A further measurement can supply the missing information. Pass current through the front of the contact and measure the voltage between its metal and the layer at its far end, drawing no current there. The end resistance is

$$
R_e=\frac{v(d)}{I_0}=\frac{R_kL_k}{W\sinh u},\qquad
\frac{R_c}{R_e}=\cosh u .
$$

The ratio gives $u$, and then $L_k=d/u$, $R_k=WR_c\tanh u/L_k$ and $\rho=R_kL_k^2$.

For $d=1\ \mu{\rm m}$, $R_c=1.0820\ \Omega$ and $R_e=0.9595\ \Omega$. Their ratio, 1.1276, gives $u=0.500$ and $L_k=1/0.500=2.00\ \mu{\rm m}$. The recovered values are

$$
R_k=\frac{100\times1.0820\times\tanh(0.500)}{2.00}=25.0\ \Omega\text{ per square},
$$

$$
\rho=25.0\times2.00^2=100\ \Omega\,\mu{\rm m}^2 .
$$

The contact length must suit this measurement. For $u\gg1$, $R_e$ is exponentially small; for $u\ll1$, $R_c/R_e\simeq1+u^2/2$ is close to one, and small measurement errors strongly affect $u$, $L_k$ and $R_k$, though hardly $\rho$, which then tends to $WdR_c$. At $d=0.3\ \mu{\rm m}$, an $R_e$ read 1% low raises the recovered $R_k$ from 25 to 47 Ω per square but lowers $\rho$ by less than 1%. The formulas also need revision if the metal has appreciable resistance, if current spreads sideways, or if $L_k$ is not large compared with the layer thickness. In the first case the metal is no longer an equipotential. If the pads are fed and probed at one end of their width, a metal sheet resistance $R_m$ adds about $R_mW/(3d)$ to each contact, and $R_m=0.05\ \Omega$ per square already raises $\rho_{\rm std}$ in the long-contact example from 25 to about 45 $\Omega\,\mu{\rm m}^2$. In the other two cases the one-dimensional description of the contact fails. The model also omits the thickness step and the sidewall of a silicide recessed into the layer. For the case $R_k=400\ \Omega$ per square, obtained by thinning a 0.1 μm layer to one quarter, a two-dimensional solution still gives a straight line with the gap slope, but $\rho_{\rm std}\approx320\ \Omega\,\mu{\rm m}^2$ if the sidewall conducts with the same $\rho$ and $\approx430\ \Omega\,\mu{\rm m}^2$ if it does not, instead of 400.

## Computed values

```
Width W = 100 um; gap sheet R_s = 100 ohm/sq
True rho = 100 ohm um^2 = 1.00e-06 ohm cm^2
MAIN: R_k = 25 ohm/sq, d = 10 um, alpha = 0.25
True transfer length L_k = 2.000 um; u = 5.000
  gap 5 um: total resistance 6.0001 ohm
  gap 10 um: total resistance 11.0001 ohm
  gap 20 um: total resistance 21.0001 ohm
  gap 40 um: total resistance 41.0001 ohm
Fitted slope = 1.00000 ohm/um; fitted sheet = 100.000 ohm/sq
Vertical intercept = 1.0001 ohm; R_c = 0.5000 ohm
Horizontal intercept = -1.0001 um; L_x = 0.5000 um
Largest fit residual below 1e-5 ohm: True
rho_std = 25.005 ohm um^2 = 2.500e-07 ohm cm^2
rho_std/rho = 0.2500; L_x/L_k = 0.2500
rho_fit (finite length kept) = 25.005 ohm um^2
Interface loss = 0.2502 ohm; buried-sheet loss = 0.2498 ohm
OPPOSITE: R_k = 400 ohm/sq, d = 10 um, L_k = 0.500 um
  L_x = 2.000 um; rho_std = 400.0 ohm um^2
TWIN: R_k = 100 ohm/sq, rho = 25 ohm um^2, L_k = 0.500 um
  Largest difference from main data = 1e-04 ohm
LENGTH SERIES, R_k = 25 ohm/sq:
  d = 4.0 um: L_x = 0.5187 um, rho_std = 26.90, rho_fit = 26.90 ohm um^2
  d = 2.0 um: L_x = 0.6565 um, rho_std = 43.10, rho_fit = 42.72 ohm um^2
  d = 1.0 um: L_x = 1.0820 um, rho_std = 117.07, rho_fit = 77.42 ohm um^2
  d = 0.5 um: L_x = 2.0415 um, rho_std = 416.77, rho_fit = 93.89 ohm um^2
Cancellation length = 1.0986 um; rho_std = 100.00 ohm um^2; L_x = 1.0000 um
Short limit, d = 0.2 um: rho_fit - rho = -0.997, formula -1.000 ohm um^2
Sensitivity at alpha = 1, d = 1 um: 0.2891; loss ratio = 0.2891
CURE at d = 1 um: R_c = 1.0820 ohm, R_e = 0.9595 ohm
  R_c/R_e = 1.1276; u = 0.5000; L_k = 2.000 um
  Recovered R_k = 25.00 ohm/sq; rho = 100.00 ohm um^2
```
